\section*{A Hermitian Canonical Transcorrelated Hamiltonian for Open-Shell and Multiconfigurational References, part 2}

We seek the canonical transcorrelated Hamiltonian $\bar H=P(H+[H,A]_{1,2}+\frac12[[F,A],A]_{1,2})P=\bar h_{pq}a^p_q+\frac14\bar v_{pqrs}a^{pq}_{rs}$ for a reference $\Psi_0$, in Hartree atomic units; the subscript cuts three-body operators to two-body rank.

Spin orbitals: $p$--$u$ orbital basis (OBS), $i$--$l$ occupied, $a,b,c$ virtual, $x,y$ complementary (CABS), $\alpha,\beta$ virtual or CABS, $\kappa$--$\rho$ all; repeated indices are summed. $P$ keeps CABS empty; $\hat o,\hat v,\hat c$ project on occupied, virtual, CABS. Strings are $a^{pq}_{rs}=a_p^\dagger a_q^\dagger a_sa_r$, etc.; their reference expectation values $\gamma$ vanish for any virtual or CABS index. $H=h_{\kappa\lambda}a^\kappa_\lambda+\frac14v_{\kappa\lambda\mu\nu}a^{\kappa\lambda}_{\mu\nu}$ with antisymmetrised $v$; $F=f_{\kappa\lambda}a^\kappa_\lambda$, $f_{\kappa\lambda}=h_{\kappa\lambda}+v_{\kappa i\lambda j}\gamma^i_j$. $F$ counts as order zero, $H-F$ and $A$ as order $\epsilon$.

The generator is $A=T-T^\dagger$, $T=\frac14G_{\alpha\beta ij}a^{\alpha\beta}_{ij}$, with $G_{\alpha\beta ij}=\langle\alpha\beta|\omega_{ij}\rangle$ antisymmetric in each pair, zero for other index ranges, and $G_{abij}=0$. Here $|\omega_{ij}\rangle=Q_{12}F_{12}(\frac38+\frac18\Pi_{12})(|ij\rangle-|ji\rangle)$, $F_{12}=-e^{-\zeta r_{12}}/\zeta$, and $\Pi_{12}$ exchanges spatial coordinates. For Hermitian $X$ in Eq.~(\ref{eq:proj}):
\begin{align}
&Q_{12}=(1-\hat o_1)(1-\hat o_2)-\hat v_1\hat v_2=\hat v_1\hat c_2+\hat c_1\hat v_2+\hat c_1\hat c_2 .\label{eq:Q}\\
&P[X,A]P=P\big(XT-XT^\dagger-TX+T^\dagger X\big)P=PXTP+(PXTP)^\dagger .\label{eq:proj}
\end{align}
The correction to $PHP$ before the cut is $W=W_2+W_3$, with $z_{pqxs}=v_{pqxs}+\frac12\dot G^*_{xspq}$ and $c$ antisymmetric in $pq$ and $ij$:
\begin{align}
&W_3=c_{pqbijs}\,a^{pqb}_{ijs}+\text{h.c.},\qquad c_{pqbijs}=-\tfrac14z_{pqxs}G_{xbij},\label{eq:W3}\\
&\dot G_{xspq}=f_{xy}G_{yspq}+f_{s\alpha}G_{x\alpha pq}-G_{xskq}f_{kp}-G_{xspk}f_{kq}.\label{eq:Gx}\\
&V_{pqij}=\tfrac12v_{pq\alpha\beta}G_{\alpha\beta ij}=\langle pq|r_{12}^{-1}|\omega_{ij}\rangle,\nonumber\\
&X_{pqij}=\tfrac12G^*_{\alpha\beta pq}G_{\alpha\beta ij}=\tfrac12\langle\omega_{pq}|\omega_{ij}\rangle,\nonumber\\
&B_{pqij}=G^*_{\rho\beta pq}f_{\rho\alpha}G_{\alpha\beta ij}=\tfrac12\langle\omega_{pq}|f_1+f_2|\omega_{ij}\rangle .\label{eq:VXB}\\
&W_2=\tfrac12h_{px}G_{xbij}a^{pb}_{ij}+\tfrac14\Big[V_{pqij}+\tfrac12\big(B_{pqij}-f_{pk}X_{kqij}-f_{qk}X_{pkij}\big)\Big]a^{pq}_{ij}+\text{h.c.}\label{eq:W2}
\end{align}
Normal-ordered operators $\tilde a$ obey
\begin{align}
a^p_s&=\tilde a^p_s+\gamma^p_s,\nonumber\\
a^{pq}_{st}&=\tilde a^{pq}_{st}+\gamma^p_s\tilde a^q_t-\gamma^p_t\tilde a^q_s-\gamma^q_s\tilde a^p_t+\gamma^q_t\tilde a^p_s+\gamma^{pq}_{st},\nonumber\\
a^{pqr}_{stu}&=\tilde a^{pqr}_{stu}+\textstyle\sum_9\gamma\,\tilde a_2+\sum_9\gamma_2\,\tilde a_1+\gamma^{pqr}_{stu}.\label{eq:MK}
\end{align}
$\sum_9$ gives upper index $m$ and lower index $n$ to the one-particle factor, with sign $(-1)^{m+n}$, for $m,n=1,2,3$. Cumulants: $\gamma^{pq}_{st}=\lambda^{pq}_{st}+\gamma^p_s\gamma^q_t-\gamma^p_t\gamma^q_s$, $\gamma^{pqr}_{stu}=\lambda^{pqr}_{stu}+\sum_9\gamma\lambda_2+\det\gamma$. The reduction $\mathrm{red}$ deletes $\tilde a_3$ and $\lambda_3$:
\begin{align}
&\mathrm{red}\big(\tfrac1{36}w\,a^{pqr}_{stu}\big)=\tfrac14\mathcal A_2+\tfrac14\mathcal A_1'-\mathcal A_1+\tfrac23N_1-\tfrac14N_2 .\label{eq:red}\\
&\mathrm{red}\,a^{pqr}_{stu}=\textstyle\sum_9\gamma\,a_2+\sum_9\Lambda\,a_1+4\det\gamma-\sum_9\gamma\,\gamma_2,\nonumber\\
&\Lambda^{pq}_{st}=\gamma^{pq}_{st}-2\big(\gamma^p_s\gamma^q_t-\gamma^p_t\gamma^q_s\big).\label{eq:redstring}
\end{align}
Here $w=w_{pqrstu}$ is antisymmetric in $pqr$ and $stu$, $\mathcal A_2=w\gamma^r_ua^{pq}_{st}$, $\mathcal A_1=w\gamma^q_t\gamma^r_ua^p_s$, $\mathcal A_1'=w\gamma^{qr}_{tu}a^p_s$, $N_1=w\gamma^p_s\gamma^q_t\gamma^r_u$, $N_2=w\gamma^p_s\gamma^{qr}_{tu}$. The result is $\bar H=PHP+W_2+\mathrm{red}\,W_3$.

\section{The working equations}

In Eq.~(\ref{eq:W3}) the third upper index is the virtual $b$, and any density carrying it vanishes. The constant terms of Eq.~(\ref{eq:redstring}) are therefore zero, and so is the contraction of $c$ with $\lambda_3$, since $\gamma_3$, $\gamma\lambda_2$ and $\det\gamma$ all vanish with an index $b$. For this generator the neglect of the three-body cumulant costs nothing, and the only approximation in the rank cut is the loss of $\tilde a_3$. In $\sum_9\gamma a_2$ only $m=1,2$ survive, and in $\sum_9\Lambda a_1$ only $m=3$:
\begin{align}
\mathrm{red}\,a^{pqb}_{ijs}={}&\gamma^p_ia^{qb}_{js}-\gamma^p_ja^{qb}_{is}+\gamma^p_sa^{qb}_{ij}
-\gamma^q_ia^{pb}_{js}+\gamma^q_ja^{pb}_{is}-\gamma^q_sa^{pb}_{ij}\nonumber\\
&+\Lambda^{pq}_{js}a^b_i-\Lambda^{pq}_{is}a^b_j+\Lambda^{pq}_{ij}a^b_s .
\end{align}
The antisymmetry of $c$ in $pq$ and in $ij$ makes the first, second, fourth and fifth terms equal, the third and sixth equal, and the seventh and eighth equal:
\begin{equation}
\mathrm{red}\big(c\,a^{pqb}_{ijs}\big)=c_{pqbijs}\Big[4\gamma^p_ia^{qb}_{js}+2\gamma^p_sa^{qb}_{ij}+\Lambda^{pq}_{ij}a^b_s+2\Lambda^{pq}_{js}a^b_i\Big].
\label{eq:redc}
\end{equation}
Collect the one-body coefficients in $\eta$ and the two-body coefficients in $d$, defined by
\begin{align}
\eta_{pq}a^p_q={}&c_{pqbijs}\Lambda^{pq}_{ij}\,a^b_s+2c_{pqbijs}\Lambda^{pq}_{js}\,a^b_i,\\
d_{pqrs}a^{pq}_{rs}={}&\tfrac12h_{px}G_{xbij}a^{pb}_{ij}+\tfrac14\Big[V_{pqij}+\tfrac12\big(B_{pqij}-f_{pk}X_{kqij}-f_{qk}X_{pkij}\big)\Big]a^{pq}_{ij}\nonumber\\
&+4c_{pqbijs}\gamma^p_i\,a^{qb}_{js}+2c_{pqbijs}\gamma^p_s\,a^{qb}_{ij},
\label{eq:d}
\end{align}
where the coefficients are read off term by term. A sum $d_{pqrs}a^{pq}_{rs}$ equals $\frac14y_{pqrs}a^{pq}_{rs}$ with $y_{pqrs}=d_{pqrs}-d_{qprs}-d_{pqsr}+d_{qpsr}$, because each of the four terms reproduces the sum once. Adding the adjoint terms, whose reduction is justified in the next part,
\begin{align}
\bar h_{pq}&=h_{pq}+\eta_{pq}+\eta^*_{qp},\label{eq:hbar}\\
\bar v_{pqrs}&=v_{pqrs}+y_{pqrs}+y^*_{rspq}.\label{eq:vbar}
\end{align}
The matrix $\eta$ has virtual rows only, so the occupied-occupied block of $h$ is unchanged.

One cancellation shows what the normal order achieves. The part of the last term of Eq.~(\ref{eq:d}) that comes from $v$ is $-\frac12v_{pqxs}\gamma^p_sG_{xbij}a^{qb}_{ij}=+\frac12v_{qpxs}\gamma^p_sG_{xbij}a^{qb}_{ij}=\frac12(f_{qx}-h_{qx})G_{xbij}a^{qb}_{ij}$. Added to the first term it replaces the bare $h_{px}$ by the screened $f_{px}$. A truncation relative to the vacuum would leave the unscreened $h_{px}$ in place. For a Hartree--Fock reference and occupied $p$, $f_{px}$ tends to zero as the occupied orbitals approach their basis-set limit, while $h_{px}$ keeps the full mean-field term; for virtual $p$ no such condition holds, and the screened element need not be the smaller one. If the generalised and extended Brillouin conditions $f_{ix}=0$ and $f_{ax}=0$ are imposed, this term vanishes, $f_{s\alpha}G_{x\alpha pq}$ in Eq.~(\ref{eq:Gx}) keeps only virtual $\alpha$, and $B$ loses its virtual-CABS coupling. These conditions are approximations in a finite OBS and are not needed.

\section{Hermiticity}

By Eq.~(\ref{eq:proj}) the unreduced $W$ is Hermitian. Its decomposition into ranks is unique and the adjoint preserves rank, so $W_2$ and $W_3$ are Hermitian separately. It remains to show that the reduction commutes with the adjoint. For $Y=\frac1{36}w_{pqrstu}a^{pqr}_{stu}$ the adjoint has the tensor $w^\dagger_{pqrstu}=w^*_{stupqr}$. The first term of Eq.~(\ref{eq:red}) transforms as
\begin{equation}
\big(w_{pqrstu}\gamma^r_ua^{pq}_{st}\big)^\dagger=w^*_{pqrstu}\,\gamma^u_r\,a^{st}_{pq}=w^\dagger_{stupqr}\,\gamma^u_r\,a^{st}_{pq},
\end{equation}
which is $\mathcal A_2$ built from $w^\dagger$ after the summed indices are renamed. The step used $(\gamma^r_u)^*=\gamma^u_r$. The same argument, with $(\gamma^{qr}_{tu})^*=\gamma^{tu}_{qr}$, applies to $\mathcal A_1$, $\mathcal A_1'$, $N_1$ and $N_2$, and the numerical coefficients are real. Therefore
\begin{equation}
\mathrm{red}(Y^\dagger)=(\mathrm{red}\,Y)^\dagger ,
\end{equation}
and $\bar H=\bar H^\dagger$. The proof needs three things: $A^\dagger=-A$, a Hermitian $f$, and Hermitian densities. It does not need real orbitals, a closed shell, or any particular form of the geminal. It fails if the densities are transition densities or unsymmetrised left-right densities, as in coupled-cluster theory. It also fails for a similarity transformation with $T$ alone: $P[H,T]P=PHTP$ lacks the adjoint term. The eigenvalues of $\bar H$ are real and its eigenvectors orthogonal, so it can be given to any solver written for an ordinary Hamiltonian, with one caution: even for real orbitals $\bar v$ does not in general have the further symmetry of Coulomb integrals under exchange of the bra and ket orbital of a single electron, because $d$ singles out occupied pairs on one side.

\section{Spin, reference energy and limits}

If the densities are invariant under spin rotations, $f$ is spin-free. $T$ is spin-free because $Q_{12}$, $F_{12}$ and $\Pi_{12}$ are, and so $W_2$ and $W_3$ commute with the total spin. Equation~(\ref{eq:red}) consists of full contractions of invariant tensors, so $\bar H$ commutes with $S^2$. A singlet reference satisfies the condition. For an open-shell multiplet one takes the equal-weight ensemble of all $M_S$ components, whose statistical operator is proportional to the projector on the multiplet and hence invariant. A single component with $M_S\neq0$ has a nonzero spin density, so $\gamma^p_q$ and $f$ are not invariant and $\bar H$ in general mixes spin states.

Every term of Eq.~(\ref{eq:redc}), and the first term of Eq.~(\ref{eq:W2}), contains $a_b^\dagger$, and their adjoints contain $a_b$, so they vanish in the reference. With $E_0=\langle H\rangle$,
\begin{equation}
\langle\bar H\rangle=E_0+\Big\{\tfrac14\gamma^{pq}_{ij}\Big[V_{pqij}+\tfrac12\big(B_{pqij}-f_{pk}X_{kqij}-f_{qk}X_{pkij}\big)\Big]+\text{c.c.}\Big\}.
\label{eq:ref}
\end{equation}
For two electrons in one canonical orbital with energy $\varepsilon$, the four nonzero elements of $\gamma_2$ are $\pm1$ and cancel the factor $\frac14$, so for real orbitals the correction is $2V+B-2\varepsilon X$ with all indices on the pair $1\bar1$. This is the second-order Hylleraas functional $2\langle\Psi_0|H|T\Psi_0\rangle+\langle T\Psi_0|F-2\varepsilon|T\Psi_0\rangle$ of the geminal pair function.

As the OBS becomes complete, $Q_{12}\to0$ and $\bar H\to H$. As $\zeta\to\infty$ the geminal vanishes and $\bar H\to PHP$. As $\zeta\to0$, $Q_{12}F_{12}|ij\rangle\to Q_{12}r_{12}|ij\rangle$, the linear $r_{12}$ ansatz. The rank cut is expected to be less accurate for states far from $\Psi_0$: for a determinantal reference the dropped $\tilde a_3$ acts only between states that carry six or more particles and holes in total. If an active orbital lies so high that the part of Eq.~(\ref{eq:ref}) quadratic in $G$ is negative for some choice of the geminal amplitudes, scaling these amplitudes up lowers the second-order functional without limit, so it has no minimum; with fixed amplitudes no denominator occurs and $\bar H$ stays finite. If $Q_{12}$ is defined to exclude only the core, the index $b$ can be active; Hermiticity survives, but the constant and, for a reference with $\lambda_3\neq0$, the $\lambda_3$ term in general no longer vanish and Eq.~(\ref{eq:red}) must be used in full. Finally, $A$ has no one-body part, so it does not repair the incompleteness of the occupied orbitals themselves.

\section{Worked example: helium}

The OBS is cc-pVDZ, with 5 spatial orbitals. The chosen geminal exponent is $\zeta=1.4$ bohr$^{-1}$. The CABS is made from chosen even-tempered exponents $e_0\,2.5^k$ bohr$^{-2}$: seven $s$ from $0.15$, five $p$ from $0.3$, four $d$ from $0.6$, three $f$ from $1.0$ and two $g$ from $1.8$. This is $7+15+20+21+18=81$ functions, orthogonalised to the OBS. OBS plus CABS is treated as the complete space, so $V$, $X$, $B$ are the finite sums of Eq.~(\ref{eq:VXB}).

The geminal integrals are reduced to integrals of $\mathrm{erf}(\omega r)/r$. In $I=\int_0^\infty e^{-\omega^2r^2-\zeta^2/4\omega^2}d\omega$ put $\omega=\sigma\sqrt{\zeta/2r}$ and $\kappa=\zeta r/2$; the exponent becomes $-\kappa(\sigma-1/\sigma)^2-2\kappa$. Averaging the integral with its image under $\sigma\to1/\sigma$ produces the measure $\frac12(1+\sigma^{-2})d\sigma=\frac12d(\sigma-1/\sigma)$, a Gaussian integral over the whole line equal to $\frac12\sqrt{\pi/\kappa}$, so $I=\sqrt\pi\,e^{-\zeta r}/2r$. With $\xi=\zeta/2\omega$, this result and minus its derivative with respect to $\zeta$ read
\begin{equation}
\frac{e^{-\zeta r}}{r}=\frac{2}{\sqrt\pi}\int_0^\infty e^{-\xi^2}e^{-\omega^2r^2}d\omega,\qquad
e^{-\zeta r}=\frac{2}{\sqrt\pi}\int_0^\infty\frac{2\xi^2}{\zeta}e^{-\xi^2}e^{-\omega^2r^2}d\omega .
\end{equation}
Now use $(2/\sqrt\pi)e^{-\omega^2r^2}=\partial_\omega[\mathrm{erf}(\omega r)/r]$ and integrate by parts. The boundary term is $1/r$ in the first case and zero in the second, and the change of variable from $\omega$ to $\xi$ reverses the limits:
\begin{align}
\frac{e^{-\zeta r}}{r}&=\frac1r-\int_0^\infty2\xi e^{-\xi^2}\,\frac{\mathrm{erf}(\zeta r/2\xi)}{r}\,d\xi,\nonumber\\
e^{-\zeta r}&=\frac2\zeta\int_0^\infty(2\xi-2\xi^3)e^{-\xi^2}\,\frac{\mathrm{erf}(\zeta r/2\xi)}{r}\,d\xi .
\end{align}

For the RHF reference, $E_0=-2.855160$ and $\varepsilon_{1s}=-0.914148$. The intermediates for the pair $1\bar1$ are $V=-0.010125$, $B=0.008078$ and $X=0.000488$. Then $-2\varepsilon X=2(0.914148)(0.000488)=0.000892$ and
\begin{equation}
2V+B-2\varepsilon X=-0.020250+0.008078+0.000892=-0.011280 ,
\end{equation}
against $-0.011281$ from unrounded values. If the amplitude were scaled by a factor $\theta$, the correction would be $2\theta V+\theta^2(B-2\varepsilon X)$, with minimum at $\theta=0.010125/0.008970\approx1.13$, so the cusp value $\theta=1$ is near the optimum for this $\zeta$.

The quality of the finite sum can be judged on $V=\frac12\langle11|r_{12}^{-1}Q_{12}F_{12}|11\rangle$. Writing $Q_{12}=1-(\hat o+\hat v)_1(\hat o+\hat v)_2-\hat o_1\hat c_2-\hat c_1\hat o_2$, which follows by expanding $1=(\hat o+\hat v+\hat c)_1(\hat o+\hat v+\hat c)_2$ and comparing with Eq.~(\ref{eq:Q}), the unit term is the explicit integral $\langle11|F_{12}/r_{12}|11\rangle=-0.247052$, and the CABS is needed only in the terms with an occupied $s$ orbital, where only $s$ functions contribute. This gives $V=-0.010746$, a small remainder of the $\frac12(-0.247052)=-0.123526$ from which the projected parts are subtracted. The finite sum recovers the fraction $0.9422$ of it; the remainder measures the incompleteness of OBS plus CABS, which stops at $g$ functions and has a finite radial set. The missing $0.000621$ enters the correction as $2V$, that is as $-0.0012$. The finite sum also leaves out about $0.0006$ of the positive term $B$, which acts in the opposite direction and cancels about half of this. The energies below are therefore those of the finite model and are not converged in the CABS to the digits shown. In the complete-CABS limit, reached by a partial-wave expansion on a radial grid, $B=0.00867$ and $X=0.000497$, the reference correction is $-0.01191$ for RHF and $-0.00864$ for the CAS(2,2) reference below, and the lowest eigenvalue of $\bar H$ is lower by about $0.00045$ for both references. The optimal $\theta$ becomes $1.12$, while the rank-cut effects and the difference between the two references change by a few $10^{-6}$ or less.

The largest changes in the tensors are $0.001015$ in $\bar h$ and $0.019139$ in $\bar v$. The lowest two-electron eigenvalue of $\bar H$ is $-2.894840$, compared with the bare full-CI energies $-2.887595$, $-2.900232$ and $-2.902411$ in cc-pVDZ, cc-pVTZ and cc-pVQZ. Two features need comment.

First, the eigenvalue is lowered by only $0.007245$, although the reference expectation value is lowered by $0.011281$. The bare correlation energy in the OBS is $-2.887595+2.855160=-0.032435$. For $\bar H$ the reference lies at $-2.855160-0.011281=-2.866441$ and the eigenvalue lies $0.028399$ below it, which is $0.004036$ less. On two-electron states $W_2$ alters only the row and column of the reference determinant, since $a_ja_i$ annihilates every other determinant, and $\mathrm{red}\,W_3$, which also alters other elements, moves the eigenvalue by only $-0.000011$ (see below). As the ground state is dominated by that determinant, the diagonal shift passes almost fully into the eigenvalue, and the loss must come from the off-diagonal elements, which weaken the coupling to the doubly excited configurations $2s^2$ and $2p^2$ (the new coupling to the single excitation $1s2s$, zero in the bare Hamiltonian, lowers the energy by only about $0.00003$): part of the short-range repulsion has been moved into the transformation. Second, the result stays $0.007571$ above the cc-pVQZ value and does not reach cc-pVTZ. The cc-pVDZ Hartree--Fock energy of helium is itself too high by roughly $0.006$ to $0.007$, and a two-body geminal generator leaves this one-electron error in place.

Helium also isolates the rank cut. $W_3$ vanishes on two-electron states, so $PHP+W_2$ is the exact projected second-order operator there, while $\mathrm{red}\,W_3$ does not vanish. The eigenvalue of $PHP+W_2$ is $-2.894829$, so the cut changes the energy by $-0.000011$.

For the CAS(2,2) reference in the two $s$ orbitals, the natural occupations are $1.99135$ and $0.00865$ and $E_0=-2.870157$. Equation~(\ref{eq:ref}) gives $-0.008084$, smaller in magnitude than for RHF. Several things change together: $Q_{12}$ now also removes the products of the second $s$ orbital with the CABS, $f$ is built from the new density, and the off-diagonal elements of $\gamma_2$ bring in further elements of $V$, $B$ and $X$; these contributions were not separated. The largest changes are $0.000298$ in $\bar h$ and $0.019598$ in $\bar v$. The eigenvalue of $\bar H$ is $-2.894076$, which is $0.006481$ below the bare value, and that of $PHP+W_2$ is $-2.894123$, so the cut now changes the energy by $+0.000047$. The error of the cut has no fixed sign. The two references give eigenvalues that differ by $0.000764$, which shows that $\bar H$ depends on the reference taken together with its occupied space; this difference alone does not separate the two influences.

\section{The numerical check}

The numerical check tests the algebra on a model with four occupied, two virtual and two CABS modes and complex random $h$, $v$, $G$, with all operators built as explicit Fock-space matrices. The projected commutators, formed by matrix multiplication without any symmetrisation, agree with $W_2+W_3$ to about $10^{-15}$ for a multiconfigurational and for a determinantal reference. The reduction carried out string by string from Eq.~(\ref{eq:MK}) agrees with Eqs.~(\ref{eq:red}), (\ref{eq:hbar}) and (\ref{eq:vbar}), commutes with the adjoint for a generic non-Hermitian three-body tensor, and yields a Hermitian $\bar H$, all at the same level. The dropped part is not small in the model (largest elements $0.3161$ and $0.3932$), yet it has zero expectation value in the reference, and for the determinant it vanishes between states with five or fewer particles and holes in total, which identifies it independently as a three-body particle-hole normal product. Halving $\epsilon$ from $0.004$ to $0.002$ reduces the deviation from the exact $e^{-A}He^{A}$ by the factor $8.000$, as a third-order error requires, and $P[H,T]P$ differs from its adjoint by up to $0.9202$. For helium the program checks the two quadrature formulas against direct integration, the bare two-electron matrix against an independent full-CI code, the reality of the spectrum of $\bar H$ and its commutation with $S^2$ for both singlet references, and the RHF correction against the Hylleraas functional of the spatial pair function.

\section*{Numbers as computed}
\begin{verbatim}
Part 1: random model, 4 occ + 2 virt + 2 CABS modes (arbitrary units)
MR: commutators vs W2+W3 7e-16; Hbar vs definition 2e-15
MR: |Hbar-Hbar^+| 2e-16; closed reduction 2e-15; red(W^+) 1e-15
MR: <dropped part> 4e-17; largest dropped element 0.3161
SD: commutators vs W2+W3 4e-16; Hbar vs definition 1e-15
SD: |Hbar-Hbar^+| 7e-18; closed reduction 5e-15; red(W^+) 0e+00
SD: <dropped part> 4e-16; largest dropped element 0.3932
SD: dropped elements with <=5 quasiparticles 4e-15
truncation error ratio for eps 0.004/0.002: 8.000 (third order: 8)
non-unitary contrast, max |P[H,T]P - h.c.|: 0.9202
Part 2: He, OBS cc-pVDZ
zeta = 1.4 1/bohr; OBS orbitals 5; CABS orbitals 81
CABS exponents e0*2.5^k 1/bohr^2, (l,e0,count):
   [(0, 0.15, 7), (1, 0.3, 5), (2, 0.6, 4), (3, 1.0, 3), (4, 1.8, 2)]
eps_1s = -0.914148 Eh; E_RHF = -2.855160 Eh
[RHF] occupations [2. 0.]; E0 = -2.855160 Eh
  V = -0.010125 Eh; B = 0.008078 Eh; X = 0.000488; -2 eps X = 0.000892 Eh
  <11|F12/r12|11> = -0.247052 Eh; V with explicit integral = -0.010746 Eh
  V(finite sum)/V(explicit) = 0.9422
  <Hbar> - E0 = -0.011281 Eh
  max |hbar - h| = 0.001015 Eh
  max |vbar - v| = 0.019139 Eh
  ground energy of Hbar = -2.894840 Eh; minus FCI/DZ = -0.007245 Eh
  ground energy of PHP+W2 = -2.894829 Eh; rank-cut effect = -0.000011 Eh
[CAS(2,2)] occupations [1.99135 0.00865]; E0 = -2.870157 Eh
  <Hbar> - E0 = -0.008084 Eh
  max |hbar - h| = 0.000298 Eh
  max |vbar - v| = 0.019598 Eh
  ground energy of Hbar = -2.894076 Eh; minus FCI/DZ = -0.006481 Eh
  ground energy of PHP+W2 = -2.894123 Eh; rank-cut effect = 0.000047 Eh
bare FCI/cc-pVDZ = -2.887595 Eh
bare FCI/cc-pvtz = -2.900232 Eh
bare FCI/cc-pvqz = -2.902411 Eh
\end{verbatim}
